\section*{Electron spilling into ghost vacuum states of negatively charged periodic slabs, part 2}

A negatively charged slab in a periodic cell with a uniform compensating background can lose electrons to ghost states, bands held in mid-vacuum by the background. Hartree atomic units are used. The cell has in-plane area $A$ and length $L$ along $z$. The slab is mirror symmetric about $z=0$, has thickness $t$, and carries $q$ excess electrons, $\sigma=q/A$ per area; $w=L-t$ and $x=z-L/2$. With $n$ the planar-averaged excess electron density, an electron's potential energy $V$ obeys
\begin{equation}
V''(z)=4\pi\left[\frac{\sigma}{L}-n(z)\right].
\label{eq:poisson}
\end{equation}
Its solution is $V(z)=\int n(z')\,G(z-z')\,dz'+\text{const}$, with
\begin{equation}
G(z)=\frac{2\pi}{L}\left(|z|-\frac L2\right)^2=\frac{\pi L}{2}-2\pi|z|+\frac{2\pi z^2}{L},\qquad |z|\le L.
\label{eq:green}
\end{equation}
The well depth is $D=\pi\sigma L/2$ for a thin sheet; from a slab edge it is
\begin{equation}
V(t/2)-V(L/2)=\frac{2\pi\sigma}{L}\left(\frac w2\right)^2=\frac{\pi\sigma w^2}{2L}.
\label{eq:edge}
\end{equation}
With $\omega^2=4\pi\sigma/L$ and oscillator width $\ell=\omega^{-1/2}$, the ghost levels are
\begin{equation}
\varepsilon_{\nu\mathbf k}-V(L/2)=\left(\nu+\tfrac12\right)\omega+\tfrac12k^2,\qquad\nu=0,1,\dots
\label{eq:ghost}
\end{equation}
The slab state $\psi_0$, at $\varepsilon_0$, has second moment $\langle z^2\rangle$. Its in-plane band (density of states $1/\pi$) fills to $\mu=\varepsilon_0+\pi\sigma$. The isolated charged slab's level lies $B$ below the apex of its potential ramps, so the top electron's binding is $W=B-\pi\sigma$ ($W=B$ for a flat defect level). Unspilled, $\mu$ exceeds the lowest ghost level by
\begin{equation}
\Delta(L)=\frac{\pi\sigma L}{2}-W+\frac{2\pi\sigma\langle z^2\rangle}{L}-\sqrt{\frac{\pi\sigma}{L}},
\label{eq:excess}
\end{equation}
and spilling starts at $\Delta(L_c)=0$, estimated by
\begin{equation}
L_0=\frac{2W}{\pi\sigma}=\frac{2WA}{\pi q}.
\label{eq:thumb}
\end{equation}
Charge localised in the plane adds potential terms with in-plane reciprocal vectors $\mathbf g\ne0$.

The model has $q=1$, $A=900$ bohr$^2$, neutral-slab potential $v_0=-a^{-2}\operatorname{sech}^2(z/a)$, $a=2$ bohr, and Hartree interaction only. In the neutral state $\langle|z-z'|\rangle=a$; to first order $B_1(\sigma)=\frac{1}{2a^2}+2\pi\sigma a$. Numerically, $\pi\sigma=0.003491$ Ha, $W=0.135991$ Ha, $\langle z^2\rangle=3.65$ bohr$^2$, $L_c=81.52$ bohr and $L_0=77.9$ bohr.

\subsection{How much charge leaves}

Just above $L_c$ let a fraction $f$ of the excess charge occupy the lowest ghost state $\chi$, and keep the orbitals frozen, so that $\delta n=f\sigma(\chi^2-\psi_0^2)$. Write $G_{ij}$ for the average of $G$ over the densities of states $i$ and $j$. The levels shift by $\delta\varepsilon_0=f\sigma(G_{0\chi}-G_{00})$ and $\delta\varepsilon_\chi=f\sigma(G_{\chi\chi}-G_{0\chi})$. From the second form of Eq.~\eqref{eq:green}, $G_{00}=\pi L/2-2\pi d_0+4\pi\langle z^2\rangle/L$ and $G_{\chi\chi}=\pi L/2-2\pi d_\chi+4\pi\langle x^2\rangle/L$, with $d_0$ and $d_\chi$ the mean distances within each density. For a slab point $z$ and a vacuum point $L/2+x$ the first form gives $G=(2\pi/L)(x-z)^2$, so $G_{0\chi}=(2\pi/L)(\langle x^2\rangle+\langle z^2\rangle)$. The second moments cancel in
\begin{equation}
G_{00}+G_{\chi\chi}-2G_{0\chi}=\pi L-2\pi d_0-2\pi d_\chi .
\end{equation}
Both bands are filled to the same $\mu$: $\varepsilon_0+\delta\varepsilon_0+\pi(1-f)\sigma=\varepsilon_\chi+\delta\varepsilon_\chi+\pi f\sigma$. Since $\varepsilon_0+\pi\sigma-\varepsilon_\chi=\Delta$,
\begin{equation}
f=\frac{\Delta(L)}{\pi\sigma\,(L-2d_0-2d_\chi+2)},
\label{eq:linear}
\end{equation}
where the $2$, in bohr, comes from the two densities of states. The density $\chi^2$ is Gaussian with variance $\ell^2/2$, so $x-x'$ has variance $\ell^2$ and $d_\chi=\ell\sqrt{2/\pi}$. At $L=90$ bohr, $\omega=0.01246$ Ha, $\ell=8.96$ bohr, $d_\chi=7.15$ bohr, $d_0\approx a=2$ bohr, and $\Delta=0.02109+0.00028-0.00623=0.01514$ Ha. The denominator is $0.003491\times73.7=0.2573$ Ha and $f=0.0588$, which is $1\%$ below the self-consistent $0.0595$. At Hartree level $f$ rises continuously from zero, and what limits it is mainly the capacitor term $\pi\sigma L$.

For larger $f$ the ghost density changes shape. Let the spilled charge $f\sigma$ have any even distribution in $x$, and treat the slab charge as thin. The slab charge contributes $(1-f)\pi\sigma L/2$ to $V(0)-V(L/2)$. The spilled charge contributes $f\sigma(2\pi/L)\langle x^2\rangle$ at $z=0$ and $f\sigma[\pi L/2-2\pi\langle|x|\rangle+2\pi\langle x^2\rangle/L]$ at $z=L/2$. The depth becomes
\begin{equation}
D_{\rm eff}=\frac{\pi\sigma L}{2}(1-2f)+2\pi f\sigma\langle|x|\rangle .
\label{eq:deff}
\end{equation}
When $L$ is large the kinetic energy of the dilute spilled gas is small against $D$. All of it sits at nearly the same energy $\mu$, so $V$ is nearly flat wherever the gas is present. By Eq.~\eqref{eq:poisson}, $V''=0$ means $n=\sigma/L$: the electrons cancel the background over a width $fL$. Then $\langle|x|\rangle=fL/4$, the last term of Eq.~\eqref{eq:deff} is $\pi\sigma Lf^2/2$, and $D_{\rm eff}=D(1-2f+f^2)=D(1-f)^2$. Neglecting $\mu-V(L/2)$ and the width of the edges, $D_{\rm eff}$ equals the binding at the charge left on the slab. With $u=1-f$ and the first-order $B_1$,
\begin{equation}
Du^2=W(u\sigma)=\frac{1}{2a^2}+\pi\sigma(2a-1)\,u .
\label{eq:classical}
\end{equation}
At $L=320$ bohr, $D=0.5585$ Ha and $\pi\sigma(2a-1)=0.01047$ Ha, so
\begin{equation}
u=\frac{0.01047+\sqrt{0.01047^2+4\times0.5585\times0.125}}{2\times0.5585}=0.4826,\qquad f=0.5174 .
\end{equation}
The self-consistent results are as follows, with energies in hartree and $f$ counted as the fraction of the excess charge farther than $20$ bohr from the slab.
\begin{center}
\begin{tabular}{cccccc}
$L$ (bohr) & $f$ & $f$, Eq.~\eqref{eq:classical} & $\mu-V(L/2)$ & $D-W$ & $n(L/2)L/\sigma$\\
90 & 0.0595 & 0.0740 & 0.0056 & 0.0211 & 0.315\\
160 & 0.3089 & 0.3119 & 0.0014 & 0.1433 & 1.122\\
320 & 0.5161 & 0.5174 & 0.0011 & 0.4225 & 1.001
\end{tabular}
\end{center}
Equation~\eqref{eq:classical} overestimates $f$ by $0.0145$, $0.0030$ and $0.0013$ in absolute terms. Near the onset it lacks the zero-point energy and Eq.~\eqref{eq:linear} is the one to use. Without spilling, $\mu$ would stand about $D-W$ above the floor of the well; with it, $\mu$ is pinned within $\omega$ of the floor in all three cells. At $L=320$ bohr the mid-vacuum density matches the background, and the pinning height is close to the Fermi energy of a bulk electron gas of density $\sigma/L=3.47\times10^{-6}$ bohr$^{-3}$, which is $\frac12(3\pi^2\sigma/L)^{2/3}=0.0011$ Ha. At $L=160$ bohr the density overshoots the background by $12\%$ at the centre. By Eq.~\eqref{eq:poisson} $V''$ is then negative, and mid-vacuum is a local maximum of the potential inside the filled region. The filled width, $fL=49$ bohr, is only about five times $\ell=10.3$ bohr; that the overshoot is a quantum size effect of so narrow a layer is a conjecture. The match at the centre of the $320$ bohr cell is a value at one point and does not show that the density is uniform across the layer.

As $L\to\infty$, Eq.~\eqref{eq:classical} gives $u\to(2W_0/\pi\sigma L)^{1/2}$ with $W_0=1/2a^2$ the binding in the neutral slab. The fraction passes $\frac12$, the limit for two thin sheets, because the gas spreads, and the slab loses its excess charge as $L^{-1/2}$. The total energy follows in the same classical limit. In each uncovered region, of width $uL/2$, the field is $4\pi\sigma s/L$ at distance $s$ from the edge of the gas, and the field energy per area is
\begin{equation}
E_{\rm field}=2\int_0^{uL/2}\frac{1}{8\pi}\left(\frac{4\pi\sigma s}{L}\right)^2ds=2\cdot\frac{2\pi\sigma^2}{L^2}\cdot\frac13\left(\frac{uL}{2}\right)^3=\frac{\pi\sigma^2L}{6}u^3 .
\end{equation}
For $u=1$ this is $\pi q^2L/6A$ per cell, the linear growth that finite-size corrections for charged slabs are built to remove. Minimising $E_{\rm field}-u\sigma W_0$ over $u$ gives $\pi\sigma Lu^2/2=W_0$, the leading form of Eq.~\eqref{eq:classical}. Beyond the onset $E_{\rm field}\propto Lu^3\propto L^{-1/2}$ decays, and the energy tends to that of the neutral slab with $q$ electrons at the vacuum level. A total energy that levels off with $L$ in a negatively charged cell is thus a sign of spilling and not of convergence.

\subsection{Positive slabs}

For a slab with missing electrons the background is negative and the vacuum curvature is $-4\pi|\sigma|/L$. Mid-vacuum is a maximum, empty vacuum states are pushed up, and holes cannot move into a region that has no filled states. As a control, the potential of the neutral-state charge profile was reversed in sign and held fixed. At $L=80$, $160$ and $320$ bohr the two lowest states keep together less than $1\%$ of a state's weight beyond $30$ bohr from the slab, and their spacing is $0.151$, $0.153$ and $0.153$ Ha. The energy $\pi q^2L/6A$ is even in $q$, so a positive slab still needs its finite-size correction; it does not lose its charge state.

\subsection{Exchange and correlation}

The parabola, $D$ and $\omega$ are electrostatics and hold for any functional. The functional enters the onset in two ways. First, $W$ is the Kohn--Sham or generalised Kohn--Sham eigenvalue of the functional in use, so a functional that places the level higher has a smaller $L_c$, by $\delta W/\Delta'$. Second, once density is present in the vacuum it feels an exchange-correlation potential. The LDA exchange potential $-(3n/\pi)^{1/3}$, evaluated on the Hartree densities at mid-vacuum, is $-0.0155$, $-0.0195$ and $-0.0149$ Ha at $L=90$, $160$ and $320$ bohr, against $\omega=0.012$, $0.009$ and $0.007$ Ha. It exceeds the level spacing, so the values of $f$ above belong to the Hartree model, and the Hartree picture of the dilute gas should not be trusted in detail.

The effect on the onset can be argued with a frozen ghost orbital and exchange alone. Below $L_c$, moving a fraction $f$ changes the energy per area by $\sigma[\,|\Delta|f+cf^2-bf^{4/3}]$, with $c>0$ from the charging and band-filling terms of Eq.~\eqref{eq:linear} and $b>0$ from the exchange energy of the spilled density, which scales as $n^{4/3}$. For small $f$ the linear term wins, so the unspilled state remains a local minimum up to $L_c$. The bracket is negative at some finite $f$ when $|\Delta|<bf^{1/3}-cf$, and the right side has a positive maximum at $f^{2/3}=b/3c$. There is therefore a window below $L_c$ in which a spilled state has the lower LDA energy. In LDA, $L_c$ is an upper bound on the length at which spilling becomes favourable; the window has not been computed self-consistently. With the frozen Gaussian orbital near $L=79$ bohr, $b\approx0.027$ Ha and $c\approx0.11$ Ha, the maximum of $bf^{1/3}-cf$ is $0.005$ Ha, and the window begins about $3$ bohr below $L_c$. At these densities correlation is of the same order as exchange; adding LDA correlation to the same frozen-orbital estimate moves the edge to about $6$ bohr below $L_c$, which is below $L_0$.

\subsection{What to do}

Estimate the limit before running. For excess charge spread over the plane, the work function or electron affinity of the neutral slab, at the level of theory in use, gives a first value of $W$, and Eq.~\eqref{eq:thumb} gives the length to stay below, with a margin for exchange and correlation in the spilled density, since in LDA spilling can become favourable below $L_0$. A charge localised in the plane also shifts its own level through the $\mathbf g\ne0$ terms at the defect site, by an amount that depends on the width of the orbital and on the functional and need not be small against $W$; there $W$ should be extracted from a charged calculation in a short, unspilled cell. The vacuum must also be wide enough to decouple the slabs. If no length meets both needs, the area must grow, since $L_0\propto A/q$ at fixed $W$. For a localised charge $W$ is not fixed: in a square cell of side $b$, without screening, the $\mathbf g\ne0$ terms contain the Madelung term of the lattice of charges, which lowers the level by $3.90\,q/b$, so the cell-dependent part of $\Delta$ is about $(q/b)(\pi L/2b-3.90)-\omega/2$. At fixed $L$ a larger area helps only up to $b\approx0.8L$; beyond that the level rises again toward its value for the isolated charge. When all cell dimensions are scaled by a common factor $\lambda$ at fixed $q$, $D\propto L/A$ falls as $1/\lambda$, so for charge spread over the plane of a thin slab, or of one whose thickness is scaled with the cell, extrapolation at fixed shape moves away from the threshold, whereas extrapolation in $L$ at fixed $A$ must cross it. For a localised charge the Madelung term also scales as $1/\lambda$, and scaling at fixed shape moves toward the threshold when $L/b$ is below about $2.5$; the threshold is then reached if the level of the isolated charged defect lies above the vacuum level in the functional used. If the thickness $t$ is held fixed, $A\propto L^2$ makes the edge depth of Eq.~\eqref{eq:edge} vary as $(L-t)^2/L^3$, which rises until $L=3t$ and falls only beyond it.

Check the planar-averaged electrostatic potential. In an unspilled cell its curvature in the vacuum is $4\pi q/AL$; a smaller curvature or a flat floor measures the spilled density directly through Eq.~\eqref{eq:poisson}. Among the empty states, look for free-electron bands spaced by $\omega$ and confirm that the lowest lies above $\mu$ by several times the smearing width, because smearing populates the ghost band before $\Delta$ reaches zero. A basis of atom-centred functions that does not reach mid-vacuum cannot represent the ghost states; it yields the unspilled solution by restriction, and the well is still present in its potential.

An energy correction applied afterwards assumes that the charge $q$ is on the slab. It cannot repair a spilled density, so such cells must be left out of any fit in $L$.

The well can be removed by changing the compensation, at the price of changing the physical model. If the compensating charge is confined to the slab and symmetric, as when ionic charges are altered in the virtual crystal approximation, then $\rho=0$ in the vacuum, $V''=0$, symmetry makes the slope zero, and $V$ is flat. Removing the background alone, by truncating the Coulomb interaction along $z$, leaves the ramp $-2\pi\sigma|z|$, which lies below the parabola at every distance; it needs an explicit counter-charge. Two gate planes at $\pm s$, each with half the counter-charge, end the ramp after a drop $2\pi\sigma s$; a single gate carrying all of it doubles the field on its side and gives $4\pi\sigma s$. Behind a gate the potential is flat, and electrons leave the slab for that field-free region when the drop, less the confinement energy set by the width of the region, exceeds $W$, so gate and effective-screening-medium setups need a short distance $s$ or a repulsive barrier. Filling the gap with a dielectric of permittivity $\epsilon$ divides the right side of Eq.~\eqref{eq:poisson} there by $\epsilon$, and with it $D$ and $\omega^2$.

Finally, the occupations can be constrained so that the ghost bands stay empty for $L>L_c$. The result is a metastable state, the supercell counterpart of the resonance of the isolated charged slab. It is well defined while the mixing through the barrier is small against the distance between the slab level and the nearest ghost level of the same parity, and it fails at those lengths where the rising slab level passes through such a rung of the ladder~\eqref{eq:ghost}. This describes a slab band parallel to the ghost bands, as in the model, sampled at $k_z=0$. A flat defect level crosses the $\nu=0$ parabola of Eq.~\eqref{eq:ghost} for every $L>L_c$, in one or another of its branches once it is folded into the zone of the supercell, and the constraint is then well defined only at sampled $\mathbf k$ away from that crossing.

\section*{Values computed for the example and the checks}
\begin{verbatim}
q = 1 electrons
A = 900 bohr^2
a = 2 bohr
sigma = 1.111111e-03 bohr^-2
pi*sigma = 0.003491 Ha
L (example) = 80 bohr
series V(0) = 0.093084 Ha
series V(L/2) = -0.046542 Ha
series depth = 0.139626 Ha
D = pi sig L/2 = 0.139626 Ha
D = 3.7994 eV
slope of V at sheet = -0.006979 Ha/bohr
edge depth, thickness 20 bohr = 0.078540 Ha
gain per electron, half moved = 0.069813 Ha
lateral term at z=20 = 2.301e-03 Ha
lateral term at L/2 = 6.268e-05 Ha
<|z-z1|> neutral = 1.9999 bohr
<z^2> neutral = 3.2899 bohr^2
neutral level = -0.125000 Ha
B first order = 0.138963 Ha
B from L=40 = 0.139482 Ha
B from L=70 = 0.139535 Ha
remainder ratio sig : sig/2 = 4.332 
<z^2> charged, L=40 = 3.6503 bohr^2
W = 0.135991 Ha
W = 3.7005 eV
omega, L=80 = 0.013211 Ha
omega^-1/2, L=80 = 8.700 bohr
L=80 slab level - V(L/2) = 0.000406 Ha
L=80 mu - V(L/2) = 0.003897 Ha
L=80 ghost n=0 - V(L/2) = 0.006606 Ha
L=80 ghost n=1 - V(L/2) = 0.019817 Ha
Lc self-consistent = 81.52 bohr
Lc = 43.14 angstrom
Lc formula, B from L=40 = 81.49 bohr
Lc formula, first-order B = 81.21 bohr
Lc if depth were pi sig L/4 = 160.6 bohr
D at Lc = 0.142281 Ha
omega/2 at Lc = 0.006544 Ha
2 pi sig <z^2>/L at Lc = 0.000313 Ha
L=90 bohr: f = 0.0595, classical f = 0.0740
  mu-V(L/2) = 0.00556 Ha, D-W = 0.02109 Ha, omega = 0.01246 Ha
  n(L/2)/(sig/L) = 0.315, LDA v_x(L/2) = -0.0155 Ha
L=160 bohr: f = 0.3089, classical f = 0.3119
  mu-V(L/2) = 0.00138 Ha, D-W = 0.14326 Ha, omega = 0.00934 Ha
  n(L/2)/(sig/L) = 1.122, LDA v_x(L/2) = -0.0195 Ha
L=320 bohr: f = 0.5161, classical f = 0.5174
  mu-V(L/2) = 0.00113 Ha, D-W = 0.42251 Ha, omega = 0.00661 Ha
  n(L/2)/(sig/L) = 1.001, LDA v_x(L/2) = -0.0149 Ha
positive slab L=80: e1-e0 = 0.15145 Ha
positive slab L=160: e1-e0 = 0.15253 Ha
positive slab L=320: e1-e0 = 0.15305 Ha
\end{verbatim}
